# Why short-wavelength roughness blocks direct bonding more than equal-amplitude waviness: test program

```python
"""Elastic cost of closing a wavy gap between two wafers in direct bonding.

Result under test: closing a gap h*(1-cos(k x)) between elastic half-spaces
stores U0 = Estar*k*h^2/8 per area. A wafer of thickness t with free back face
multiplies this by f(k t). Partial contact over a fraction c, at zero load,
stores U0*sin(pi*c/2)^4. With work of adhesion w per area, contact spreads
unaided to full closure when w/U0 > 3*sqrt(3)*pi/8.
Symbols: E Young modulus, nu Poisson ratio, Eprime = E/(1-nu^2),
Estar = combined modulus of the pair, h gap amplitude, k = 2 pi/wavelength.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import circulant, expm
from scipy.optimize import brentq, minimize_scalar

young = 150e9
nu = 0.25
thickness = 0.5e-3
adhesion = 0.1
amplitude = 1e-9
Eprime = young / (1 - nu**2)
Estar = Eprime / 2


def layer_factor(q):
    """Stiffness of a free-backed layer relative to a half-space, q = k t."""
    e = np.exp(-2 * q)
    return ((1 - e)**2 - 4 * q**2 * e) / (1 - e**2 + 4 * q * e)


def layer_stiffness_numeric(q):
    """Pressure/displacement in units Eprime*k, from the elasticity equations.

    State (X, Y, T, N): tangential and normal displacement, shear and normal
    stress amplitudes of one Fourier mode, with k = 1 and Eprime = 1.
    """
    E = 1 - nu**2
    mu = E / (2 * (1 + nu))
    lam = E * nu / ((1 + nu) * (1 - 2 * nu))
    M = lam + 2 * mu
    system = np.array([
        [0, 1, 1 / mu, 0],
        [-lam / M, 0, 0, 1 / M],
        [M - lam**2 / M, 0, 0, lam / M],
        [0, 0, -1, 0]])
    transfer = expm(system * q)
    bottom = np.linalg.solve(transfer[2:, :2], np.array([0.0, -1.0]))
    top_normal = transfer[1, :2] @ bottom
    return -1 / top_normal


# Layer response, plate limit and half-space limit
for q in (0.3, 1.0, 3.0, 10.0):
    numeric = layer_stiffness_numeric(q)
    assert abs(numeric / (0.5 * layer_factor(q)) - 1) < 1e-6
assert abs(layer_stiffness_numeric(10.0) / 0.5 - 1) < 1e-5
assert abs(layer_stiffness_numeric(0.05) / (0.05**3 / 12) - 1) < 0.01


def energy_density(s):
    """x-averaged strain energy density at depth s/k, unit pressure, E = 1."""
    sxx, syy, sxy = [g * np.exp(-s) for g in (1 - s, 1 + s, s)]
    normal = (1 - nu**2) * (sxx**2 + syy**2) - 2 * nu * (1 + nu) * sxx * syy
    return 0.25 * (normal + 2 * (1 + nu) * sxy**2)


# Depth integral of the energy density against work done at the surface
total_energy = quad(energy_density, 0, np.inf)[0]
surface_work = 0.25 * (1 - nu**2) / layer_stiffness_numeric(10.0)
assert abs(total_energy / surface_work - 1) < 1e-5
part_1 = quad(energy_density, 0, 1)[0] / total_energy
part_half_wave = quad(energy_density, 0, np.pi)[0] / total_energy


def line_load_matrix(N):
    """Displacement at cell centres from uniform pressure on each cell.

    Periodic line-load solution, Estar = 1 and wavelength = 1.
    """
    d = 1 / N
    r = ((np.arange(N) + N // 2) % N - N // 2) * d

    def log_primitive(x):
        return x * (np.log(np.abs(2 * np.pi * x)) - 1)

    cell = log_primitive(r + d / 2) - log_primitive(r - d / 2)
    return circulant(-(2 / np.pi) * (cell + d * np.log(np.sinc(r))))


def closed_energy(matrix, gap, n):
    """Energy per area, zero load, n central cells closed; also minimum gap."""
    N = len(gap)
    inside = np.arange(N // 2 - n // 2, N // 2 + n // 2)
    A = np.zeros((n + 1, n + 1))
    A[:n, :n] = matrix[np.ix_(inside, inside)]
    A[:n, n] = -1
    A[n, :n] = 1
    solution = np.linalg.solve(A, np.append(-gap[inside], 0.0))
    pressure, shift = solution[:n], solution[n]
    final_gap = gap + matrix[:, inside] @ pressure - shift
    outside = np.delete(final_gap, inside)
    smallest = outside.min() if len(outside) else np.inf
    return -0.5 * np.sum(pressure * gap[inside]) / N, smallest


# Partial contact: two grids, leading grid error removed by extrapolation
curves = []
for N in (200, 400):
    x = (np.arange(N) + 0.5) / N - 0.5
    matrix = line_load_matrix(N)
    step = N // 100
    results = [closed_energy(matrix, 2 * np.sin(np.pi * x)**2, m * step)
               for m in range(1, 101)]
    assert min(r[1] for r in results) > 0
    curves.append(np.array([r[0] for r in results]))
fraction = np.arange(1, 101) / 100
U_unit = np.pi / 4   # Estar*k*h^2/8 for Estar = h = wavelength = 1
curve = (2 * curves[1] - curves[0]) / U_unit
curve_error = np.max(np.abs(curve - np.sin(np.pi * fraction / 2)**4))
assert curve_error < 3e-3

# Additivity for two superposed waves in full contact
two_waves = -np.cos(2 * np.pi * x) - 0.4 * np.cos(10 * np.pi * x)
two_energy = closed_energy(matrix, two_waves, N)[0]
assert abs(two_energy / (U_unit * (1 + 5 * 0.4**2)) - 1) < 2e-3

# Thresholds of w/U0 from formulas, then from the numerical energy curve
spontaneous = 3 * np.sqrt(3) * np.pi / 8
search = minimize_scalar(
    lambda c: -(1 - np.sin(np.pi * c / 2)**4) / (1 - c),
    bounds=(0.05, 0.95), method="bounded", options={"xatol": 1e-10})
lowest = -search.fun
slope_numeric = np.max(np.diff(curve) / np.diff(fraction))
lowest_numeric = np.max((1 - curve[:-1]) / (1 - fraction[:-1]))
assert abs(slope_numeric / spontaneous - 1) < 0.01
assert abs(lowest_numeric / lowest - 1) < 0.005


def trapped_fraction(ratio):
    """Contact fraction of the partial-contact minimum at ratio = w/U0."""
    psi = brentq(lambda a: np.sin(a)**3 * np.cos(a) - ratio / (2 * np.pi),
                 0, np.pi / 3)
    return 2 * psi / np.pi


def half_space_energy(wavelength):
    return Estar * (2 * np.pi / wavelength) * amplitude**2 / 8


# The trapped state must be a local minimum of the numerical total energy
ratio_trap = adhesion / half_space_energy(1e-6)
assert lowest < ratio_trap < spontaneous
near = fraction < 0.65
total_curve = curve - ratio_trap * fraction
c_numeric = fraction[near][np.argmin(total_curve[near])]
c_trap = trapped_fraction(ratio_trap)
assert abs(c_numeric - c_trap) < 0.02

print(f"Young modulus E = {young/1e9:.1f} GPa, Poisson ratio = {nu:.2f}")
print(f"Eprime = {Eprime/1e9:.1f} GPa, Estar = {Estar/1e9:.1f} GPa")
print(f"wafer thickness t = {thickness*1e3:.2f} mm")
print(f"work of adhesion w = {adhesion:.3f} J/m^2")
print(f"gap amplitude h = {amplitude*1e9:.2f} nm")
print(f"energy share within depth 1/k = {part_1:.4f}")
print(f"energy share within half a wavelength = {part_half_wave:.4f}")
for wavelength in (100e-9, 1e-6, 10e-6, 10e-3):
    k = 2 * np.pi / wavelength
    U_half = half_space_energy(wavelength)
    factor = layer_factor(k * thickness)
    U_layer = U_half * factor
    h_max = amplitude * np.sqrt(adhesion / U_layer)
    print(f"wavelength = {wavelength*1e6:g} um: k = {k:.4e} 1/m")
    print(f"  k t = {k*thickness:.4g}, layer factor f = {factor:.4g}")
    print(f"  half-space energy U0 = {U_half:.4e} J/m^2")
    print(f"  energy with thickness f*U0 = {U_layer:.4e} J/m^2")
    print(f"  w/(f*U0) = {adhesion/U_layer:.4g}")
    print(f"  closing pressure = {Estar*k*amplitude/2*factor/1e6:.4g} MPa")
    print(f"  amplitude h at which f*U0 = w: {h_max*1e9:.4g} nm")
U_short = half_space_energy(100e-9)
ev_area = U_short / constants.e * 1e-18
print(f"U0 at 100 nm in other units = {ev_area:.3f} eV/nm^2")
print(f"U0(100 nm)/U0(10 um) = {U_short/half_space_energy(10e-6):.1f}")
q99 = brentq(lambda q: layer_factor(q) - 0.99, 1, 10)
print(f"f = 0.99 at k t = {q99:.3f}, wavelength/t = {2*np.pi/q99:.3f}")
print(f"w/U0 for full contact lowest of all = {lowest:.4f}")
print(f"  same from numerical contact = {lowest_numeric:.4f}")
print(f"w/U0 for spontaneous closure = {spontaneous:.4f}")
print(f"  same from numerical contact = {slope_numeric:.4f}")
print(f"largest error of U(c)/U0 curve = {curve_error:.1e}")
critical = np.pi * Estar * amplitude**2 / (4 * adhesion)
print(f"critical wavelength, w = U0: {critical*1e9:.1f} nm")
print(f"critical wavelength, lowest state: {critical*lowest*1e9:.1f} nm")
print(f"critical wavelength, spontaneous: {critical*spontaneous*1e9:.1f} nm")
c_short = trapped_fraction(adhesion / U_short)
print(f"contact fraction at 100 nm = {c_short:.4f}")
print(f"trapped contact fraction at 1 um = {c_trap:.4f}")
print(f"  same from numerical contact = {c_numeric:.2f}")
U_trap = half_space_energy(1e-6)
F_trap = U_trap * np.sin(np.pi * c_trap / 2)**4 - adhesion * c_trap
print(f"total energy at 1 um, trapped = {F_trap*1e3:.3f} mJ/m^2")
print(f"total energy at 1 um, full = {(U_trap-adhesion)*1e3:.3f} mJ/m^2")
print("all good")
```

Running it gives:

```
Young modulus E = 150.0 GPa, Poisson ratio = 0.25
Eprime = 160.0 GPa, Estar = 80.0 GPa
wafer thickness t = 0.50 mm
work of adhesion w = 0.100 J/m^2
gap amplitude h = 1.00 nm
energy share within depth 1/k = 0.5038
energy share within half a wavelength = 0.9657
wavelength = 0.1 um: k = 6.2832e+07 1/m
  k t = 3.142e+04, layer factor f = 1
  half-space energy U0 = 6.2832e-01 J/m^2
  energy with thickness f*U0 = 6.2832e-01 J/m^2
  w/(f*U0) = 0.1592
  closing pressure = 2513 MPa
  amplitude h at which f*U0 = w: 0.3989 nm
wavelength = 1 um: k = 6.2832e+06 1/m
  k t = 3142, layer factor f = 1
  half-space energy U0 = 6.2832e-02 J/m^2
  energy with thickness f*U0 = 6.2832e-02 J/m^2
  w/(f*U0) = 1.592
  closing pressure = 251.3 MPa
  amplitude h at which f*U0 = w: 1.262 nm
wavelength = 10 um: k = 6.2832e+05 1/m
  k t = 314.2, layer factor f = 1
  half-space energy U0 = 6.2832e-03 J/m^2
  energy with thickness f*U0 = 6.2832e-03 J/m^2
  w/(f*U0) = 15.92
  closing pressure = 25.13 MPa
  amplitude h at which f*U0 = w: 3.989 nm
wavelength = 10000 um: k = 6.2832e+02 1/m
  k t = 0.3142, layer factor f = 0.005066
  half-space energy U0 = 6.2832e-06 J/m^2
  energy with thickness f*U0 = 3.1832e-08 J/m^2
  w/(f*U0) = 3.142e+06
  closing pressure = 0.0001273 MPa
  amplitude h at which f*U0 = w: 1772 nm
U0 at 100 nm in other units = 3.922 eV/nm^2
U0(100 nm)/U0(10 um) = 100.0
f = 0.99 at k t = 4.636, wavelength/t = 1.355
w/U0 for full contact lowest of all = 1.5010
  same from numerical contact = 1.5009
w/U0 for spontaneous closure = 2.0405
  same from numerical contact = 2.0402
largest error of U(c)/U0 curve = 2.6e-05
critical wavelength, w = U0: 628.3 nm
critical wavelength, lowest state: 943.1 nm
critical wavelength, spontaneous: 1282.1 nm
contact fraction at 100 nm = 0.1928
trapped contact fraction at 1 um = 0.5042
  same from numerical contact = 0.50
total energy at 1 um, trapped = -34.295 mJ/m^2
total energy at 1 um, full = -37.168 mJ/m^2
all good
```
